# Ideal Mixing Free Energy of an Equal Binary Alloy at 500 K

**Definitions and conventions**

A crystal has \(N\) lattice sites, filled by \(N_A\) atoms of kind A and \(N_B\) of kind B. The fraction of B is \(x=N_B/N\), and an equal alloy has \(x=1/2\). The free energy of mixing \(\Delta F\) is that of the mixed crystal minus that of two separate pure crystals with the same atoms, lattice type and temperature. Its value per atom is \(\Delta f=\Delta F/N\); a negative value favours the mixture over the pure crystals. External pressure is zero until stress is considered.

"Ideal" means that every arrangement of the atoms has the same energy, equal to the total energy of the separate crystals. "Configurational" means that only the choice of which atom sits on which site is counted. Boltzmann's constant is \(k_B\), and energies are in meV per atom.

**The estimate**

Each site of an equal alloy can hold either of two atoms. With about two choices per site there are about \(2^N\) arrangements, so the entropy per atom is about \(k_B\ln2\). There is no mixing energy to set against it, hence

\[
\Delta f\approx-k_BT\ln2 .
\]

At 500 K, \(k_BT=43.09\) meV and \(\ln2=0.693\), so

\[
\Delta f\approx-43.09\times0.693\ \text{meV}=-29.9\ \text{meV per atom}.
\]

This is \(-2.88\) kJ per mole of atoms. The estimate leaves one gap: the \(2^N\) fillings include crystals with the wrong composition. The count must be repeated with the numbers of A and B fixed.

**The count at fixed composition**

Choosing the \(N_B\) sites for the B atoms fixes the arrangement, so the number of arrangements is

\[
W=\frac{N!}{N_A!\,N_B!}.
\]

For 12 sites and six atoms of each kind this is 924. Each pure crystal has one arrangement. If \(E_0\) is the common energy, the configurational partition functions are

\[
Z_{\rm mixed}=W e^{-E_0/k_BT},\qquad
Z_{\rm separate}=e^{-E_0/k_BT}.
\]

Since \(F=-k_BT\ln Z\), the energy cancels in the difference:

\[
\Delta F=-k_BT\ln\frac{Z_{\rm mixed}}{Z_{\rm separate}}=-k_BT\ln W .
\]

To bound \(W\), consider \(N\) independent trials, each giving B with probability \(x=N_B/N\), where \(0<x<1\). The probability of \(n\) B results is

\[
p_n=\frac{N!}{n!(N-n)!}\,x^n(1-x)^{N-n}.
\]

Successive terms have the ratio

\[
\frac{p_{n+1}}{p_n}=\frac{N-n}{n+1}\,\frac{x}{1-x}.
\]

This ratio is at least one when \((N-n)x\ge(n+1)(1-x)\). The terms \(-nx\) on both sides cancel, leaving \(n+1\le N_B+x\). Because \(n\) is an integer and \(x<1\), this means \(n+1\le N_B\). The probabilities therefore rise up to \(n=N_B\) and fall afterwards, so \(p_{N_B}\) is the largest of \(N+1\) terms whose sum is one. It is no smaller than their average and no larger than their sum:

\[
\frac1{N+1}\le W x^{Nx}(1-x)^{N(1-x)}\le1 .
\]

Taking logarithms and multiplying by \(-k_BT/N\), which reverses the inequalities, gives

\[
0\le \Delta f-k_BT\left[x\ln x+(1-x)\ln(1-x)\right]
\le \frac{k_BT\ln(N+1)}{N}.
\]

The right-hand side vanishes as \(N\) grows. For a large crystal,

\[
\Delta f_{\rm ideal}=k_BT\left[x\ln x+(1-x)\ln(1-x)\right].
\]

At \(x=1/2\) the bracket is \(2\times\frac12\ln\frac12=-\ln2\), which confirms the estimate. Fixing the composition removes many of the \(2^N\) fillings, but changes the logarithm per atom by an amount that tends to zero.

**Composition, temperature and size**

The first two derivatives of the ideal result are

\[
\frac{d\Delta f_{\rm ideal}}{dx}=k_BT\ln\frac{x}{1-x},\qquad
\frac{d^2\Delta f_{\rm ideal}}{dx^2}=\frac{k_BT}{x(1-x)}>0 .
\]

The slope is zero at \(x=1/2\), so equal composition gives the lowest value. In either pure limit the contribution goes to zero. At fixed equal composition it is proportional to temperature: \(-23.9\) meV at 400 K and \(-35.8\) meV at 600 K.

The phrase "per atom" assumes that all atoms share the mixing lattice. If half the sites mix and the rest hold one fixed species, the same entropy is divided among twice as many atoms, and the result at 500 K is \(-14.9\) meV per atom.

For a finite equal alloy, Stirling's formula \(n!\approx\sqrt{2\pi n}\,(n/e)^n\) gives

\[
W\approx
\frac{\sqrt{2\pi N}\,(N/e)^N}{\pi N\,(N/2e)^N}
=2^N\sqrt{\frac{2}{\pi N}} .
\]

Consequently,

\[
\Delta f\approx-k_BT\ln2+\frac{k_BT}{2N}\ln\frac{\pi N}{2}.
\]

For 100 atoms the correction is \(+1.09\) meV, and the exact count gives \(-28.77\) meV per atom. A cube of edge 10 nm with the atomic volume used below holds about 88,000 atoms, and its correction is about 0.003 meV. This concerns counting alone; surface energies are separate.

**Adding a mixing energy**

Real unlike neighbours need not have the same energy as like neighbours. Let each site have \(z\) neighbours, and let the bond energies be \(\varepsilon_{AA}\), \(\varepsilon_{BB}\) and \(\varepsilon_{AB}\). Counting bond ends on A atoms gives \(zN_A=2N_{AA}+N_{AB}\), and similarly for B. Eliminating the numbers of like bonds from the total energy yields

\[
E=\frac z2(\varepsilon_{AA}N_A+\varepsilon_{BB}N_B)+wN_{AB},
\]

\[
w=\varepsilon_{AB}-\frac{\varepsilon_{AA}+\varepsilon_{BB}}2 .
\]

The first part of \(E\) is the energy of the separate crystals. In a large random alloy there are \(zN/2\) bonds, each unlike with probability \(2x(1-x)\). The mixing energy per atom is therefore \(\Omega x(1-x)\), with \(\Omega=zw\). In the mean-field approximation, which keeps the random-alloy energy and entropy,

\[
\Delta f=\Delta f_{\rm ideal}+\Omega x(1-x).
\]

As an example, take an equal fcc copper–nickel alloy, with a rough mixing energy of \(+20\) meV per atom. Then \(\Omega=4\times20=80\) meV and, with \(z=12\), \(w=80/12=6.67\) meV. The sum is

\[
\Delta f=-29.87+20.0=-9.87\ \text{meV per atom}.
\]

The ideal term is still about \(-30\) meV, but two thirds of it is cancelled.

A negative sum shows that the mixture is preferred to the pure crystals. It does not show that the mixture is preferred to two partly mixed phases. For that, examine the curvature:

\[
\frac{d^2\Delta f}{dx^2}=\frac{k_BT}{x(1-x)}-2\Omega .
\]

Its smallest value is at \(x=1/2\), where it equals \(4k_BT-2\Omega=12.35\) meV for the example. The curve is then convex at every composition, so in this model separation into any two compositions would raise the free energy. The condition \(4k_BT>2\Omega\) can be written for the mixing energy of the equal alloy:

\[
\frac{\Omega}{4}<\frac{k_BT}{2}=21.5\ \text{meV}.
\]

This is stricter than \(\Omega/4<k_BT\ln2=29.9\) meV, which merely makes \(\Delta f\) negative at \(x=1/2\).

A mixing energy of 25 meV lies between the two limits. At 500 K the equal alloy then has \(\Delta f=-4.87\) meV, yet the curve has two equal minima of \(-5.56\) meV, at \(x=0.196\) and \(x=0.804\). In the mean-field approximation, equal amounts of these two phases preserve the overall composition and lower the free energy by about 0.7 meV per atom. Interface energy is not included. So small a gain can be overturned by what mean field leaves out, as the next section shows.

**Correlations between neighbours**

The random-alloy energy ignores the tendency of atoms to choose favourable neighbours. Let \(E\) now be measured from the separate crystals, and let angle brackets denote an average over all arrangements with equal weight. The configurational free energy is

\[
\Delta F=-k_BT\ln W-k_BT\ln\left\langle e^{-E/k_BT}\right\rangle .
\]

Expanding the last logarithm in powers of \(1/k_BT\) gives

\[
-k_BT\ln\left\langle e^{-E/k_BT}\right\rangle
=\langle E\rangle-\frac{\langle E^2\rangle-\langle E\rangle^2}{2k_BT}+\cdots .
\]

To find the variance at \(x=1/2\), assign \(s_i=+1\) to A and \(-1\) to B. A bond contributes \(w(1-s_is_j)/2\), whose variance is \(w^2/4\) for independent sites. Two different bonds are uncorrelated, since the average of their product of signs contains at least two unpaired signs. Fixing the composition alters the variance per atom by a term of order \(1/N\). With \(z/2\) bonds per atom, the variance per atom is \(zw^2/8\), and the leading change in free energy is

\[
\Delta f_{\rm order}=-\frac{zw^2}{16k_BT}
=-\frac{12\times(6.67)^2}{16\times43.09}\ \text{meV}
=-0.77\ \text{meV}.
\]

Random sampling of the full exponential average in a periodic 108-site fcc cell gives \(-0.84\) meV. That value includes higher terms and the finite size of the cell, so the difference cannot be assigned to either one alone. In a large fcc crystal the next term comes from the eight triangles of neighbouring sites per atom and equals \(-w^3/(k_BT)^2=-0.16\) meV, and all orders together come to about \(-1.0\) meV. The leading term thus misses about a quarter of the gain, and the 108-site value falls short of the large-crystal one by nearly 0.2 meV. The correction is small here compared with the ideal term, but it matters for stability. With twelve neighbours, the random-alloy picture fails well before \(w\) reaches \(k_BT\). Mean field puts the onset of separation at \(w=k_BT/6\), while the known critical point of this nearest-neighbour fcc model lies at \(w\approx0.20\,k_BT\). At 500 K this raises the limit on \(3w\), the mixing energy of a random equal alloy, from 21.5 to about 26 meV. The actual mixing energy is lower than \(3w\), because correlations reduce the number of unlike bonds. The 25 meV example, which separates in mean field, therefore stays mixed when correlations are kept.

**Vibrations and stress**

Mixing can also change the vibrational frequencies. When \(\hbar\omega\) is small compared with \(k_BT\), one oscillator has free energy \(k_BT\ln(\hbar\omega/k_BT)\). A common relative frequency shift \(\delta\) in the three oscillators per atom gives

\[
\Delta f_{\rm vib}=3k_BT\ln(1+\delta)\approx3k_BT\delta .
\]

A trial shift of \(+2\%\) contributes \(+2.59\) meV in the linear form and \(+2.56\) meV with the logarithm kept. A sum over quantum levels with a rough vibrational temperature \(\hbar\omega/k_B=330\) K gives \(+2.65\) meV. A downward shift has the opposite sign.

Under a fixed hydrostatic pressure \(p\), the relevant free energy gains \(p\Delta v\), where \(\Delta v\) is the volume change on mixing per atom. A rough fcc lattice constant of 0.357 nm gives an atomic volume \(a^3/4=0.01137\) nm\(^3\). For a trial expansion of 1% and a compression of 200 MPa,

\[
p\Delta v=(2.00\times10^8\ \text{Pa})(1.137\times10^{-31}\ \text{m}^3)
=0.14\ \text{meV}.
\]

Tension reverses the sign. At these trial values, direct stress work is far smaller than the ideal mixing term.

**Comparison with a copper–nickel contact**

Copper wiring or a copper pad may meet a nickel layer in a chip package. The temperature of 500 K is above normal chip operation and belongs to processing or accelerated ageing. The contributions at equal composition are:

| Contribution | meV per atom |
|---|---:|
| Ideal mixing | −29.9 |
| Rough mixing energy | +20 |
| Neighbour correlations, leading order | −0.8 |
| Vibrations, trial shift of ±2% | ±2.6 |
| Stress, trial values above | +0.14 |

The assumption of equal energies moves the result furthest. The rough 20 meV, read as the energy of a random alloy, lies 1.5 meV below the mean-field stability limit and about 6 meV below the limit with correlations. Neither margin decides whether the real alloy is stable at 500 K, because the mixing energy is only a rough value and other contributions are left out. Assessed copper–nickel phase diagrams in fact show a miscibility gap that closes somewhat above 600 K, on the nickel-rich side, and they place the equal alloy at 500 K inside it. The mixed state found in this model is therefore not the expected equilibrium state of the real alloy. The mixing energy is taken to include elastic misfit, which is not added again. Its dependence on composition, magnetism and electronic entropy are left out; magnetism matters in particular because pure nickel is ferromagnetic at this temperature.

The contact must also be able to reach equilibrium. For one-dimensional diffusion from a point, multiplying the diffusion equation by the squared displacement and integrating by parts twice gives \(d\langle X^2\rangle/dt=2D\), so the root-mean-square displacement is \(\sqrt{2Dt}\). With a rough prefactor of 0.5 cm\(^2\)/s and activation energy of 2.2 eV,

\[
D=0.5\,e^{-2200/43.09}\ \text{cm}^2/\text{s}
=3.3\times10^{-23}\ \text{cm}^2/\text{s}.
\]

After 1000 h, or \(3.6\times10^6\) s, the displacement is 0.16 nm, less than one lattice constant. This figure is sensitive to the rough inputs: an activation energy lower by 0.2 eV makes it ten times larger, still only 1.6 nm. In this estimate, diffusion through the crystal interior neither mixes separate layers nor unmixes an existing alloy over any useful distance. Grain boundaries can provide faster paths and are not included. The \(-30\) meV is thus a contribution to the thermodynamic preference for mixing, while the rate depends on the available diffusion paths. The numerical output lists the main values used here.

## Computed values

```
Temperature: 500 K
Thermal energy kT: 43.087 meV
ln 2: 0.69315
Ideal mixing free energy: -29.87 meV/atom
Same, molar: -2.882 kJ/mol
Ideal term at 400 K: -23.89 meV/atom
Ideal term at 600 K: -35.84 meV/atom
If only half the sites mix: -14.93 meV/atom
Arrangements of 12 sites: 924
Exact count, 100 sites: -28.77 meV/atom
Size correction, 100 sites: 1.089 meV/atom
Exact count, 10000 sites: -29.845 meV/atom
Lattice constant, rough: 0.357 nm
Atomic volume: 0.01137 nm3
Grain edge: 10 nm
Atoms in grain: 8.79e+04
Grain size correction: 0.00290 meV/atom
Mixing energy, rough: 20.0 meV/atom
Neighbours z: 12
Interaction omega: 80.0 meV
Unlike-bond energy w: 6.667 meV
Sampled random mixing energy: 20.08 meV/atom
Ideal plus mixing energy: -9.87 meV/atom
Curvature at x=1/2: 12.35 meV
Mixing energy at stability limit: 21.54 meV/atom
Mean-field critical temperature: 464 K
Trial mixing energy: 25.0 meV/atom
Trial free energy at x=1/2: -4.87 meV/atom
Trial lowest free energy: -5.56 meV/atom
Trial separated compositions: 0.196, 0.804
Short-range-order gain, leading: 0.77 meV/atom
Same, sampled 108-site cell: 0.84 meV/atom
Vibrational temperature, rough: 330 K
Trial frequency shift: 2 %
Vibrational shift, estimate: 2.59 meV/atom
Vibrational shift, level sum: 2.65 meV/atom
Trial hydrostatic stress: 200 MPa
Trial excess volume: 1 %
Stress work: 0.142 meV/atom
Diffusion prefactor, rough: 0.5 cm2/s
Activation energy, rough: 2.2 eV
Bulk diffusivity: 3.34e-23 cm2/s
Anneal time: 1000 h
Bulk diffusion length: 0.16 nm
```
